# Gaussian Site Energies and Super-Arrhenius Diffusion of a Dilute Oxidant, part 2

How does a spread in the energies of its resting sites affect the diffusion of a dilute oxidant in a glassy oxide, and its steady supply through a film? Energies are in eV, $\beta=1/k_BT$ in eV⁻¹ and $D$ in cm²/s.

The oxidant hops between bonded sites ($j\sim i$) of a rigid, connected network. All saddles lie at $E_s$, and the rate per bond is $w_{ij}=\Gamma_i=\nu e^{-\beta(E_s-E_i)}$, with attempt rate $\nu$. The occupations $P_i$ obey the master equation

$$\frac{dP_i}{dt}=\sum_{j\sim i}\left(\Gamma_jP_j-\Gamma_iP_i\right).$$

In equilibrium $P_i=p_i=e^{-\beta E_i}/Z$ with $Z=\sum_i e^{-\beta E_i}$, and all bonds carry equal traffic.

The site energies are $E_i=\bar E+\varepsilon_i$, with mean $\bar E$ and standard deviation $\sigma$; $B=E_s-\bar E$ and $s=\beta\sigma$. An overline is an average over sites, each counted once; $\langle\cdot\rangle_\beta$ is the site average weighted with $e^{-\beta\varepsilon}$. For any site energies $D=D_{\rm ref}/\overline{e^{-\beta\varepsilon}}$, where $D_{\rm ref}=G\,\nu\,e^{-\beta B}$ belongs to equal site energies. $G$ depends on geometry alone and is $a^2$ on a simple cubic lattice with hop length $a$.

For Gaussian energies, completing the square gives

$$-\frac{\varepsilon^2}{2\sigma^2}-\beta\varepsilon=-\frac{(\varepsilon+\beta\sigma^2)^2}{2\sigma^2}+\frac{\beta^2\sigma^2}{2}, \tag{7}$$

so that $\overline{e^{-\beta\varepsilon}}=e^{s^2/2}$, the occupied sites centre at $\varepsilon=-\beta\sigma^2$, and

$$D=D_{\rm ref}\,e^{-s^2/2}=G\,\nu\,e^{-\beta B}\exp\!\left(-\frac{\sigma^2}{2k_B^2T^2}\right). \tag{8}$$

The apparent activation energy and the curvature are

$$E_{\rm app}=-\frac{d\ln D}{d\beta}=B+\beta\sigma^2,\qquad \frac{d^2\ln D}{d\beta^2}=-\sigma^2. \tag{10}$$

A hop from $i$ to $j$ makes a step $d_{ij}$ along $x$. Site shifts $\chi_i$ define $\Delta_{ij}=d_{ij}+\chi_j-\chi_i$, chosen so that the shifted coordinate has no drift:

$$\sum_{j\sim i}\Delta_{ij}=0\quad\text{for every }i. \tag{5}$$

The numerical tests use a periodic cubic cell of 512 sites, diluted at random to 1137 bonds, with its sites displaced along $x$.

### Worked example

Take round model parameters on a simple cubic lattice: $a=0.50$ nm, $\nu=10^{13}$ s⁻¹, $B=1.00$ eV and $\sigma=0.10$ eV. The prefactor is

$$a^2\nu=(0.50\times10^{-7}\ {\rm cm})^2\times10^{13}\ {\rm s^{-1}}=2.50\times10^{-2}\ {\rm cm^2/s}.$$

At 1000 K, $k_BT=0.08617$ eV, and

$$s=\frac{0.10}{0.08617}=1.1605,\qquad e^{-s^2/2}=e^{-0.6733}=0.510,$$

$$D_{\rm ref}=2.50\times10^{-2}\,e^{-1.00/0.08617}=2.28\times10^{-7}\ {\rm cm^2/s},$$

$$D=0.510\times2.28\times10^{-7}=1.16\times10^{-7}\ {\rm cm^2/s},$$

or $1.16\times10^{-11}$ m²/s. The apparent energy is $1.00+0.10^2/0.08617=1.116$ eV. The other temperatures follow in the same way:

| $T$ (K) | $e^{-s^2/2}$ | $D$ (cm²/s) | $E_{\rm app}$ (eV) |
|---|---|---|---|
| 800 | 0.349 | $4.38\times10^{-9}$ | 1.145 |
| 1000 | 0.510 | $1.16\times10^{-7}$ | 1.116 |
| 1200 | 0.627 | $9.89\times10^{-7}$ | 1.097 |

### The straight line through two points

Let $\ell(\beta)$ be the straight line that meets $\ln D$ at $\beta_1$ and $\beta_2$. The difference $\ell-\ln D$ is a quadratic in $\beta$ with leading coefficient $+\sigma^2/2$, and it vanishes at $\beta_1$ and $\beta_2$. These facts fix it:

$$\ell(\beta)-\ln D(\beta)=\frac{\sigma^2}{2}(\beta-\beta_1)(\beta-\beta_2). \tag{12}$$

Outside the interval the product is positive, so extrapolation overestimates $D$ on both sides. Adding equation (12) to $\ln D$ cancels the quadratic terms and leaves

$$\ell(\beta)=\ln(G\nu)+\frac{\sigma^2\beta_1\beta_2}{2}-\beta\left[B+\frac{\sigma^2(\beta_1+\beta_2)}{2}\right].$$

The line has too large an energy and too large a prefactor, and the two errors nearly compensate inside the fitted range. For 1000 K and 1200 K, $\beta_1=11.605$ eV⁻¹ and $\beta_2=9.670$ eV⁻¹. The fitted energy is $1.00+0.005\times21.275=1.106$ eV. The prefactor is raised by $e^{0.005\times112.2}=1.75$, to $4.38\times10^{-2}$ cm²/s.

At 800 K, $\beta=14.506$ eV⁻¹, and equation (12) gives $0.005\times2.901\times4.835=0.070$. The line is too high by a factor $e^{0.070}=1.07$. At this temperature the fitted parameters are further off than the diffusivity: the energy exceeds $B$ by 0.106 eV and the prefactor exceeds $G\nu$ by 75%. Two temperatures cannot reveal this, since any two points lie on a line.

### Generalization: a film with gas outside

In steady permeation the oxidant enters a film on one side and leaves it on the other. Let $P_i$ now be the mean number of particles on site $i$, and define the activity

$$f_i=P_i\,e^{\beta\varepsilon_i}.$$

In equilibrium with a gas, $P_i\propto e^{-\beta\varepsilon_i}$, so $f_i$ is the same on all sites and is set by the gas. The net flow from $i$ to $j$ is

$$\Gamma_iP_i-\Gamma_jP_j=\nu e^{-\beta B}\left(e^{\beta\varepsilon_i}P_i-e^{\beta\varepsilon_j}P_j\right)=\nu e^{-\beta B}(f_i-f_j). \tag{13}$$

In the steady state the flows out of each inner site sum to zero, $\sum_{j\sim i}(f_i-f_j)=0$. These equations contain no site energies. If the gas fixes $f$ at the two faces, and the entry and exit hops pass over the same saddle level, then all $f_i$ and the whole flux are those of the film with equal site energies.

The same result appears as a product. At activity $f$ the mean number of particles per site is $f\,\overline{e^{-\beta\varepsilon}}=f\,e^{s^2/2}$. The solubility is raised by the factor by which the diffusivity is lowered, and the product $D\times$ solubility is unchanged. Deep sites delay each particle, but the film holds correspondingly more particles, and the steady flux is unchanged.

**Consequence for parabolic oxidation.** Let the film have thickness $h$, with oxidant concentration $C^*$ at the gas side and nearly zero at the reacting interface. The flux is $DC^*/h$. If $n$ oxidant particles are built into each unit volume of new oxide, then $n\,dh/dt=DC^*/h$. Integration from zero thickness gives

$$h^2=\frac{2DC^*}{n}\,t .$$

The parabolic constant contains the product $DC^*$, from which the spread has dropped out. If a measured parabolic constant is curved in an Arrhenius plot, Gaussian site energies with a common saddle are not by themselves the explanation. In a real oxide the saddle energies vary as well, and that spread does change the steady flux. The argument requires a nearly steady profile, a condition that the time lag makes quantitative.

### The time lag

A film that is empty at first does respond to the spread. Let it have fixed thickness $L$, with $C=C^*$ at $x=0$ and $C=0$ at $x=L$. Let deep and shallow sites be mixed evenly through the film. Let the film also be thick enough that a particle visits many of the deep sites that dominate $\overline{e^{-\beta\varepsilon}}$ before it has crossed. Then $\partial C/\partial t=D\,\partial^2C/\partial x^2$ holds with a single $D$ on the scale of the film. At large $s$ this is a strong condition, because the dominant sites are rare: in a thin film the first particles can cross without meeting one. Multiply by $x/L$, integrate over the film, and integrate the right-hand side by parts:

$$\frac{d}{dt}\int_0^L\frac xL\,C\,dx=D\,\frac{\partial C}{\partial x}\bigg|_{L}-\frac DL\left[C(L)-C(0)\right]=-J_L+\frac{DC^*}{L},$$

where $J_L$ is the flux leaving at $x=L$. Integrated over time from the empty state, this gives the amount $Q$ that has left per unit area:

$$Q(t)=\frac{DC^*}{L}\,t-\int_0^L\frac xL\,C(x,t)\,dx .$$

At late times $C=C^*(1-x/L)$, and the integral is $C^*L(\tfrac12-\tfrac13)=C^*L/6$. Thus

$$Q\to\frac{DC^*}{L}\left(t-\frac{L^2}{6D}\right). \tag{14}$$

The lag $L^2/6D$ contains $D$ without the solubility. In an evenly mixed film the spread lengthens it by the factor $e^{s^2/2}$. This factor is more general than the derivation: the amount withheld at late times is linear in the weights $e^{-\beta\varepsilon_i}$, with coefficients from the steady equations, which contain no site energies. A thin but wide film therefore shows the site average too; three layers of $70\times70$ sites give a lag ratio of 1.957 at 1000 K. If the deep sites are gathered in one part of the film, the lag also depends on where they lie, although the steady flux does not.

For the growing film, the lag at thickness $h$ divided by the growth time $h^2n/(2DC^*)$ is $C^*/(3n)$. The nearly steady profile is therefore justified when the dissolved oxidant is scarce compared with the oxidant bound in the oxide.

**Test on a chain.** The master equation was solved for a chain of 100 000 sites between two reservoirs at 1000 K, with random Gaussian energies and with equal ones. The ratios of disordered to uniform values are:

| quantity | computed | predicted |
|---|---|---|
| steady flux | 1.00000 | 1 |
| inventory | 1.957 | 1.961 |
| time lag | 1.966 | 1.961 |

The last two differ from the prediction by 0.2% and 0.3% of it. Random draws from the distribution account for deviations of this size, as the sampling estimate below shows.

### Where the result stops holding

**Blocking.** Deep sites fill first. With at most one particle per site the mean occupation is $y/(1+y)$, where $y=\zeta e^{-\beta\varepsilon}$ and $\zeta$ is the activity. The identity

$$\frac{y}{1+y}=y-y^2+\frac{y^3}{1+y}$$

has a last term between 0 and $y^3$. Since $\overline{e^{-2\beta\varepsilon}}=e^{2s^2}$, the site fraction is $c=\zeta e^{s^2/2}-\zeta^2e^{2s^2}$ up to terms of order $\zeta^3$. To leading order $\zeta=c\,e^{-s^2/2}$, and the dilute expression $\zeta e^{s^2/2}$ exceeds $c$ by the relative amount

$$\frac{\zeta^2e^{2s^2}}{c}\approx c\,e^{s^2}. \tag{15}$$

For $c=10^{-3}$ at 1000 K this is 0.00384, and the full average gives 0.00382. Since $y-y/(1+y)=y^2/(1+y)\le y^2$, the second-order term $\zeta^2e^{2s^2}$ is, at given $\zeta$, an upper bound on the loss of occupation by blocking. The condition $c\,e^{s^2}\ll1$, which is stricter than $c\ll1$, is therefore sufficient for diluteness. At 300 K, where $s=3.868$, it is met for $c\ll3\times10^{-7}$. It is not necessary: for large $s$ the expansion fails before the dilute expression does, and somewhat higher concentrations can still be dilute: at 300 K the full average gives an excess of 4% at $c=3\times10^{-7}$ and of 13% at $c=3\times10^{-6}$. Equation (15) concerns the storage capacity; the diffusivity of mutually blocking particles needs a separate treatment.

**Sampling.** A specimen contains a finite number of sites. For one site drawn at random, the variance of $e^{-\beta\varepsilon}$ relative to its squared mean is $e^{2s^2}/e^{s^2}-1=e^{s^2}-1$. The average over $N$ independent sites has the relative variance

$$\frac{e^{s^2}-1}{N}. \tag{16}$$

A standard error of 1% at 1000 K needs $2.8\times10^4$ sites. For the chain of $10^5$ sites the standard error of a plain site average is 0.5%, which covers the deviations seen above. At 300 K the same 1% needs about $3\times10^{10}$ sites. There the variance is set by very rare deep sites: for $10^6$ sites equation (16) gives a standard error above 100%, while a typical specimen falls short of the full average by an amount of the order of 10%.

**A deepest site.** A real network has no sites of unlimited depth. Let the Gaussian be cut at $\varepsilon=\pm m\sigma$ and renormalized, and let $\Phi$ be the standard normal distribution function. Completing the square as before, now between finite limits, gives

$$\overline{e^{-\beta\varepsilon}}=e^{s^2/2}\,\frac{\Phi(m+s)-\Phi(s-m)}{2\Phi(m)-1}. \tag{17}$$

The occupied sites want to centre at $-s\sigma$. While this lies well inside the cut, equation (8) survives. As $s$ approaches $m$, equation (8) fails progressively: for $m=3$ it underestimates $D$ by a factor of 1.2 at $s=2$ and by a factor of 2 at $s=3$. On further cooling, once $s$ is well above $m$, the population piles up against the lowest energy, and by $E_{\rm app}=B-\langle\varepsilon\rangle_\beta$ the apparent energy tends to $B+m\sigma$. In that limit the local slope of the Arrhenius plot becomes constant again, at a larger energy. The prefactor does not become constant: the occupied sites lie within about $k_BT$ of the lowest level, their share of all sites shrinks in proportion to $T$, and $D\,e^{\beta(B+m\sigma)}$ therefore grows as $1/T$. This limit is approached slowly: for $m=3$ the local power of $1/T$ is still 1.4 at $s=10$ and 1.1 at $s=30$.

With $m=3$ the limit is 1.300 eV. At 300 K, where $s$ already exceeds $m$, the cut distribution gives an apparent energy of 1.245 eV, against 1.387 eV for the full Gaussian. The reduction factor is $2.9\times10^{-3}$ instead of $5.6\times10^{-4}$. A low-temperature extrapolation thus depends on the tail of the distribution, about which high-temperature data say little.

**Sites above the saddle.** A Gaussian also extends upwards, and for $E_i>E_s$ the rate formula loses its meaning. In the example the saddle lies $10\sigma$ above the mean, and the fraction of such sites is $8\times10^{-24}$. The model needs $B$ to be several times $\sigma$, so that such sites are rare.

**Unequal saddles.** If the saddle energies vary, the bonds no longer carry equal traffic, and $\Gamma_i$ cannot be taken outside the sum that led to equation (5). With the spread of 0.10 eV placed on the saddles instead of the sites, one sample of the 512-site network at 1000 K gives $D/D_{\rm ref}=1.17$, where equation (8) would give 0.51. This sample lies high: over 150 draws of the saddle energies on the same network the ratio averages 1.07 with a standard deviation of 0.06, and about one draw in eight falls below 1. On cells of $14^3$ sites the mean is about 1.20 with all bonds present, 1.07 with 75% of them, 0.96 with 60% and 0.83 with 45%. Diffusion is thus faster than with equal saddles in a well connected network and slower in a poorly connected one, and in all these cases faster than equation (8) would give. A plausible reason, not tested separately, is that the particle uses the low saddles and goes around the high ones as far as the bonds allow. A chain offers no way around, and its bonds act as resistances in series. For saddle deviations $\eta$ with the same Gaussian spread, the mean resistance is raised by $\overline{e^{\beta\eta}}=e^{s^2/2}$, and $D$ falls by the factor $e^{-s^2/2}$ after all. The effect of saddle disorder thus depends on how the network is connected.

The factor due to the sites survives if each bond has its own saddle energy $E_{ij}$, provided that the reference network keeps the same saddle energies. The equilibrium traffic on a bond is then $p_iw_{ij}=\nu e^{-\beta E_{ij}}/Z$, and the condition for zero drift becomes $\sum_{j\sim i}e^{-\beta E_{ij}}\Delta_{ij}=0$. The site energies enter only through $Z$, so $D$ is still divided by $\overline{e^{-\beta\varepsilon}}$. What changes is the reference: it is now the network with equal site energies and the same unequal saddles, and its diffusivity is no longer $G\,\nu\,e^{-\beta B}$ with a purely geometric $G$.

The remaining values for these cases are in the numerical output.

## Table of computed values

```
hop length = 0.50 nm, attempt rate = 1.0e+13 1/s
barrier = 1.00 eV, sigma = 0.10 eV
T = 800 K: kB*T = 0.06894 eV, s = 1.4506
  reduction factor = 0.3492
  D_ref = 1.254e-08 cm^2/s, D = 4.378e-09 cm^2/s
  apparent energy = 1.1451 eV
  centre of occupied sites = -0.1451 eV from mean
T = 1000 K: kB*T = 0.08617 eV, s = 1.1605
  reduction factor = 0.5100
  D_ref = 2.281e-07 cm^2/s, D = 1.163e-07 cm^2/s
  apparent energy = 1.1160 eV
  centre of occupied sites = -0.1160 eV from mean
T = 1200 K: kB*T = 0.10341 eV, s = 0.9670
  reduction factor = 0.6265
  D_ref = 1.578e-06 cm^2/s, D = 9.887e-07 cm^2/s
  apparent energy = 1.0967 eV
  centre of occupied sites = -0.0967 eV from mean
line 1000-1200 K: energy = 1.1064 eV
  prefactor = 4.382e-02 cm^2/s
  true prefactor a^2*nu = 2.500e-02 cm^2/s
  line D at 800 K = 4.696e-09 cm^2/s
  line D / model D at 800 K = 1.0727
network: 512 sites, 1137 bonds
  geometry factor: harmonic 0.57773, Bloch 0.57773
  800 K: Bloch D/D_ref 0.3547, Gaussian 0.3492
  1000 K: Bloch D/D_ref 0.5133, Gaussian 0.5100
  1200 K: Bloch D/D_ref 0.6286, Gaussian 0.6265
  1000 K, energies sorted in space: 0.5133
  curvature of ln D = -0.00942 eV^2
  Boltzmann variance of energies = 0.00942 eV^2
  1000 K, spread on saddles only: D/D_ref = 1.1738
chain of 100000 sites, 1000 K, disordered/uniform:
  steady flux ratio = 1.00000
  inventory ratio = 1.9574
  time-lag ratio = 1.9662
  exp(s^2/2) = 1.9607
site fraction 1e-03, 1000 K: blocking correction
  full 0.00382, first order 0.00384
sites for 1% sampling error, 1000 K = 2.845e+04
fraction of sites above saddle = 7.6e-24
300 K: s = 3.868, tail cut at 3 sigma
  factor: full 5.635e-04, cut 2.917e-03
  apparent energy: full 1.3868 eV, cut 1.2448 eV
  saturation energy = 1.3000 eV
```
